# Natural electrostatic length of a thin single-gated channel and its fringing-field limits: verification in Python

```python
"""Natural electrostatic length of a thin channel above one flat gate.

Result under test: a parabolic potential across the channel gives
    lambda0^2 = eps_par * t_s * t_ox / eps_ox,
valid only if the oxide field is nearly vertical and little flux passes
through the insulator above the channel.
t_s, t_ox: channel and oxide thickness (nm); eps_par, eps_perp: in-plane and
out-of-plane relative permittivity of the channel; eps_ox, eps_top: relative
permittivities of oxide and upper insulator (eps_top = 0: closed upper face).
The gate is at zero potential. A uniform charge fills the channel at x < 0;
its potential at the gate-side face far inside is the unit of potential.
"""
from collections import namedtuple
import numpy as np
import sympy as sp
from scipy.constants import e, epsilon_0, physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq

Stack = namedtuple("Stack", "t_s eps_par eps_perp t_ox eps_ox eps_top")
N_OX, N_CH = 60, 20


def local_length(s):
    return np.sqrt(s.eps_par * s.t_s * s.t_ox / s.eps_ox)


def thickness_ratio(s):
    return s.eps_ox * s.t_s / (s.eps_perp * s.t_ox)


def fringe_ratio(s):
    return s.eps_top * s.t_ox / (s.eps_ox * local_length(s))


def expanded_length(s):
    return np.sqrt(local_length(s)**2 + s.t_ox**2 / 3
                   + s.eps_par / s.eps_perp * s.t_s**2 / 3)


def tail(s, x):
    return ((1 + thickness_ratio(s) / 2) * s.eps_top * s.t_ox
            / (np.pi * s.eps_ox * x))


def layered_modes(s):
    """Linear finite elements across the stack; exact exponentials along x."""
    z = np.concatenate([np.linspace(-s.t_ox, 0, N_OX + 1),
                        np.linspace(0, s.t_s, N_CH + 1)[1:]])
    if s.eps_top > 0:
        growth, first, height = 1.03, 0.02, 3000.0
        count = int(np.log(1 + height * (growth - 1) / first)
                    / np.log(growth)) + 1
        z = np.concatenate([z, s.t_s + np.cumsum(
            first * growth**np.arange(count))])
    h = np.diff(z)
    element = np.arange(len(h))
    in_oxide = element < N_OX
    in_channel = (element >= N_OX) & (element < N_OX + N_CH)
    ex = np.where(in_oxide, s.eps_ox,
                  np.where(in_channel, s.eps_par, s.eps_top))
    ez = np.where(in_oxide, s.eps_ox,
                  np.where(in_channel, s.eps_perp, s.eps_top))
    stiffness = np.zeros((len(z), len(z)))
    mass = np.zeros_like(stiffness)
    load = np.zeros(len(z))
    density = s.eps_ox / s.t_ox / s.t_s
    for i in element:
        block = slice(i, i + 2)
        stiffness[block, block] += ez[i] / h[i] * np.array([[1, -1], [-1, 1]])
        mass[block, block] += ex[i] * h[i] / 6 * np.array([[2, 1], [1, 2]])
        if in_channel[i]:
            load[block] += density * h[i] / 2
    # Eigenvalues are squared decay lengths; the gate node is removed.
    squared, vectors = eigh(mass[1:, 1:], stiffness[1:, 1:])
    lengths = np.sqrt(np.maximum(squared, 1e-9))  # guard against rounding
    return lengths, vectors, vectors.T @ load[1:]


FRONT, BACK = N_OX - 1, N_OX + N_CH - 1


def front_profile(s):
    """Gate-side potential at x > 0 for unit plateau at x < 0."""
    lengths, vectors, projection = layered_modes(s)
    amplitude = vectors[FRONT] * projection
    assert abs(amplitude.sum() - 1) < 1e-5
    back_plateau = vectors[BACK] @ projection
    assert abs(back_plateau - 1 - thickness_ratio(s) / 2) < 1e-5
    return lambda x: 0.5 * np.sum(amplitude * np.exp(-x / lengths))


def mode_length(s):
    """First root of the transverse matching condition, closed upper face."""
    stretch = np.sqrt(s.eps_par / s.eps_perp)
    k_max = np.pi / 2 / max(s.t_ox, stretch * s.t_s)

    def mismatch(k):
        return (np.sqrt(s.eps_par * s.eps_perp) * np.tan(stretch * k * s.t_s)
                * np.tan(k * s.t_ox) - s.eps_ox)
    return 1 / brentq(mismatch, 1e-9, k_max * (1 - 1e-9))


def fourier_sheet(s, x):
    cap = s.eps_ox / s.t_ox

    def integrand(q):
        response = (s.eps_par * s.t_s * q**2 + s.eps_ox * q
                    / np.tanh(q * s.t_ox) + s.eps_top * q)
        return np.sin(q * x) / q * cap / response
    return 0.5 - quad(integrand, 0, 200, limit=2000, epsabs=1e-9)[0] / np.pi


def spectral_sheet(s, x):
    def integrand(p):
        sine, cosine = np.sin(p * s.t_ox), np.cos(p * s.t_ox)
        reactive = s.eps_ox * p * cosine - s.eps_par * s.t_s * p**2 * sine
        return (np.exp(-p * x) * s.eps_top * sine**2
                / (reactive**2 + (s.eps_top * p * sine)**2))
    p_end = 30 / x
    edges = np.arange(1, int(p_end * s.t_ox / np.pi) + 1) * np.pi / s.t_ox
    limits = np.concatenate([[0], edges, [p_end]])
    total = sum(quad(integrand, a, b, limit=400, epsabs=1e-11)[0]
                for a, b in zip(limits[:-1], limits[1:]))
    return s.eps_ox / s.t_ox * total / np.pi


# Symbolic parabola: its coefficients follow from the two face conditions.
z, ts, tox, ep, en, eo, face = sp.symbols("z ts tox ep en eo face",
                                          positive=True)
b, c = sp.symbols("b c")
parabola = face + b * z + c * z**2
coefficients = sp.solve([
    en * sp.diff(parabola, z).subs(z, 0) - eo * face / tox,
    sp.diff(parabola, z).subs(z, ts)], [b, c], dict=True)[0]
parabola = parabola.subs(coefficients)
vertical = -en * sp.diff(parabola, z, 2)
square_front = ep * parabola.subs(z, 0) / vertical
square_mean = ep * sp.integrate(parabola, (z, 0, ts)) / ts / vertical
square_back = ep * parabola.subs(z, ts) / vertical
lambda0_square = ep * ts * tox / eo
assert sp.simplify(square_front - lambda0_square) == 0
assert sp.simplify(square_mean - lambda0_square - ep*ts**2/(3*en)) == 0
assert sp.simplify(square_back - lambda0_square - ep*ts**2/(2*en)) == 0

# Model stacks A and B have equal capacitance and equal local length.
A = Stack(0.6, 15.0, 6.0, 1.0, 4.0, 0.0)
B = A._replace(t_ox=5.0, eps_ox=20.0)
A_vac, A_cap = A._replace(eps_top=1.0), A._replace(eps_top=4.0)
B_vac = B._replace(eps_top=1.0)

# Closed upper face: matching condition against diagonalization.
closed = {}
for name, stack in (("A", A), ("B", B)):
    lengths, vectors, _ = layered_modes(stack)
    closed[name] = lengths[-1]
    assert abs(lengths[-1] / mode_length(stack) - 1) < 1e-3
    assert lengths[-1] > 2 * stack.t_ox / np.pi
    if name == "A":
        face_ratio = vectors[BACK, -1] / vectors[FRONT, -1]
        # The parabola is a truncated series, so agreement is approximate.
        assert abs(face_ratio / (1 + thickness_ratio(A) / 2) - 1) < 0.03

# A strongly polarizable channel isolates the first correction to lambda0^2.
stiff = A._replace(eps_par=1500.0, eps_perp=600.0)
correction = layered_modes(stiff)[0][-1]**2 - local_length(stiff)**2
predicted = expanded_length(stiff)**2 - local_length(stiff)**2
assert abs(correction / predicted - 1) < 0.01
# A very large oxide permittivity must leave the oxide-limited length.
limit_length = layered_modes(B._replace(eps_ox=1e4))[0][-1]
assert abs(limit_length / (2 * B.t_ox / np.pi) - 1) < 0.005

# Where both fringe ratios are small, the simple exponential is recovered.
stiff_vac = stiff._replace(eps_top=1.0)
stiff_profile = front_profile(stiff_vac)
valid_error = max(abs(stiff_profile(u * local_length(stiff))
                      - 0.5 * np.exp(-u)) for u in (0.5, 1.0, 2.0, 3.0))
assert valid_error < 0.006

# Open top: two integral forms against a very thin layer.
for top in (1.0, 4.0):
    sheet = Stack(0.06, 150.0, 150.0, 1.0, 4.0, top)
    sheet_profile = front_profile(sheet)
    for x in (1.5, 3.0, 6.0, 12.0):
        spectral = spectral_sheet(sheet, x)
        assert abs(fourier_sheet(sheet, x) / spectral - 1) < 2e-3
        # Remaining difference: finite layer thickness and mesh.
        assert abs(sheet_profile(x) / spectral - 1) < 0.01
    if top == 1.0:
        sheet_values = (fourier_sheet(sheet, 6.0), spectral_sheet(sheet, 6.0),
                        sheet_profile(6.0))

# Algebraic tail of the finite-thickness stacks.
profiles = {"A vac": front_profile(A_vac), "A cap": front_profile(A_cap),
            "B vac": front_profile(B_vac)}
x_far = 75.0
tail_ratio = {}
for name, stack in (("A vac", A_vac), ("A cap", A_cap), ("B vac", B_vac)):
    tail_ratio[name] = profiles[name](x_far) / tail(stack, x_far)
    assert abs(tail_ratio[name] - 1) < 0.025  # next order in 1/x^2
closed_profile = front_profile(A)
assert closed_profile(x_far) < 1e-6 * profiles["A vac"](x_far)

lam = local_length(A)
crossover = brentq(lambda x: 0.5 * np.exp(-x / lam) - tail(A_vac, x),
                   lam, 30 * lam)
assert profiles["A vac"](2 * crossover) > 5 * 0.5*np.exp(-2*crossover/lam)
threshold = np.pi / (2 * np.e)
grid = np.linspace(0.01, 30, 3000) * lam
assert np.all(tail(A_cap, grid) > 0.5 * np.exp(-grid / lam))

plateau = 0.5
sheet_density = (A.eps_ox * epsilon_0 / (A.t_ox * 1e-9)
                 * plateau / e * 1e-4)
bohr_nm = physical_constants["Bohr radius"][0] * 1e9
print(f"Channel thickness: {A.t_s:.1f} nm")
print(f"Channel eps in-plane, out-of-plane: {A.eps_par:.0f}, {A.eps_perp:.0f}")
for name, s in (("A", A), ("B", B)):
    print(f"{name}: oxide thickness {s.t_ox:.1f} nm, eps_ox {s.eps_ox:.0f}")
    print(f"{name}: lambda0 {local_length(s):.4f} nm")
    print(f"{name}: thickness ratio r {thickness_ratio(s):.4f}")
    print(f"{name}: expanded length {expanded_length(s):.4f} nm")
    print(f"{name}: closed-top mode length {closed[name]:.4f} nm")
    print(f"{name}: mode length / lambda0 {closed[name]/local_length(s):.4f}")
    print(f"{name}: lower bound 2 t_ox/pi {2*s.t_ox/np.pi:.4f} nm")
print(f"lambda0 in atomic units: {lam / bohr_nm:.3f} bohr")
mean_length = np.sqrt(lam**2 + A.eps_par / A.eps_perp * A.t_s**2 / 3)
back_length = np.sqrt(lam**2 + A.eps_par / A.eps_perp * A.t_s**2 / 2)
print(f"A: parabola length, thickness average: {mean_length:.4f} nm")
print(f"A: parabola length, upper face: {back_length:.4f} nm")
print(f"A: upper/gate-side potential, mode: {face_ratio:.4f}")
print(f"A: same ratio, parabola: {1 + thickness_ratio(A)/2:.4f}")
for name, s in (("A vac", A_vac), ("A cap", A_cap), ("B vac", B_vac)):
    print(f"{name}: eps_top {s.eps_top:.0f}, eta {fringe_ratio(s):.4f}")
print(f"Crossover limit of eta(1+r/2): {threshold:.4f}")
print(f"A vac: exponential/tail crossover {crossover:.3f} nm")
print(f"Plateau potential: {plateau:.2f} V")
print(f"Plateau charge density: {sheet_density:.3e} e/cm^2")
print("Gate-side potential in mV:")
print("x/nm  exp(lambda0)  A closed   A vac   A cap   B vac")
for x in (1.5, 3.0, 6.0, 12.0, 24.0):
    values = [0.5 * np.exp(-x / lam), closed_profile(x)]
    values += [profiles[name](x) for name in profiles]
    print(f"{x:4.1f} " + " ".join(f"{1000*plateau*v:10.4f}" for v in values))
print("Distance where 1% of the plateau remains:")
print(f"exp(lambda0): {lam * np.log(50):.2f} nm")
for name, profile in [("A closed", closed_profile), *profiles.items()]:
    distance = brentq(lambda x: profile(x) - 0.01, 0.1, 1000)
    print(f"{name}: {distance:.2f} nm")
for name, ratio in tail_ratio.items():
    print(f"{name}: potential/tail law at {x_far:.0f} nm: {ratio:.4f}")
print("Thin sheet at 6 nm, fraction of plateau:")
print("Fourier {:.6f}, rotated {:.6f}, layer {:.6f}".format(*sheet_values))
print(f"Valid-limit eta: {fringe_ratio(stiff_vac):.4f}")
print(f"Valid-limit largest error: {valid_error:.5f} of plateau")
print("finished without a failed check")
```

Running it gives:

```
Channel thickness: 0.6 nm
Channel eps in-plane, out-of-plane: 15, 6
A: oxide thickness 1.0 nm, eps_ox 4
A: lambda0 1.5000 nm
A: thickness ratio r 0.4000
A: expanded length 1.6980 nm
A: closed-top mode length 1.6915 nm
A: mode length / lambda0 1.1277
A: lower bound 2 t_ox/pi 0.6366 nm
B: oxide thickness 5.0 nm, eps_ox 20
B: lambda0 1.5000 nm
B: thickness ratio r 0.4000
B: expanded length 3.2990 nm
B: closed-top mode length 3.4751 nm
B: mode length / lambda0 2.3168
B: lower bound 2 t_ox/pi 3.1831 nm
lambda0 in atomic units: 28.346 bohr
A: parabola length, thickness average: 1.5969 nm
A: parabola length, upper face: 1.6432 nm
A: upper/gate-side potential, mode: 1.1809
A: same ratio, parabola: 1.2000
A vac: eps_top 1, eta 0.1667
A cap: eps_top 4, eta 0.6667
B vac: eps_top 1, eta 0.1667
Crossover limit of eta(1+r/2): 0.5779
A vac: exponential/tail crossover 4.853 nm
Plateau potential: 0.50 V
Plateau charge density: 1.105e+13 e/cm^2
Gate-side potential in mV:
x/nm  exp(lambda0)  A closed   A vac   A cap   B vac
 1.5    91.9699   103.7852   111.7906   129.3838   155.5635
 3.0    33.8338    42.7770    53.3344    77.1619   101.1750
 6.0     4.5789     7.2604    15.9536    37.2215    45.7038
12.0     0.0839     0.2091     4.5873    16.8429    11.4755
24.0     0.0000     0.0002     2.0337     8.0700     2.3984
Distance where 1% of the plateau remains:
exp(lambda0): 5.87 nm
A closed: 6.63 nm
A vac: 11.31 nm
A cap: 38.40 nm
B vac: 16.82 nm
A vac: potential/tail law at 75 nm: 1.0018
A cap: potential/tail law at 75 nm: 1.0012
B vac: potential/tail law at 75 nm: 1.0073
Thin sheet at 6 nm, fraction of plateau:
Fourier 0.026856, rotated 0.026856, layer 0.026876
Valid-limit eta: 0.0167
Valid-limit largest error: 0.00237 of plateau
finished without a failed check
```
